# The Stoner-Wohlfarth astroid and the loss of a metastable macrospin state, part 1

(Sections cited here and not found follow in the second part.)

## The energy and the fields at which its minima change

**Q:** A magnetic particle contains a very large number of spins. By what right do you describe it by one direction?

**A:** By an assumption. I take a particle in which exchange holds all the moments parallel at every instant, including during reversal. Its magnetization then has a fixed magnitude $M_s$ and a direction given by a unit vector $\mathbf m$, and the particle is called a macrospin. I also take zero temperature and a uniform applied field that changes slowly. Each of these can fail, and each failure has consequences for the switching field.

**Q:** Then write the energy, and say what each sign means.

**A:** Let the particle have volume $V$ and one easy axis, $x$. With an anisotropy energy density $K>0$ and an applied flux density $\mathbf B$ (that is, $\mu_0$ times the applied field strength), the energy is

$$E=KV\left[1-(\mathbf m\cdot\hat{\mathbf x})^2\right]-M_sV\,\mathbf m\cdot\mathbf B .$$

The first term is zero when $\mathbf m$ points along $+x$ or $-x$ and equals $KV$ when $\mathbf m$ is perpendicular to $x$. It is even in $\mathbf m$, so it doesn't distinguish the two easy directions. The second is the Zeeman energy of a moment $M_sV\mathbf m$. Its minus sign favours alignment with the field. If the particle is an ellipsoid of revolution about $x$, its own demagnetizing energy has the same angular form as the first term, apart from a constant, and can be included in $K$.

**Q:** The field has three components. Do you need them all?

**A:** Two suffice. The anisotropy is unchanged by a rotation about $x$, so I may turn the other two axes until $\mathbf B$ lies in the $xy$ plane. Let $\psi$ be the angle of $\mathbf B$ from $+x$. If $\mathbf m$ also lies in this plane, at angle $\varphi$ from $+x$, then $1-(\mathbf m\cdot\hat{\mathbf x})^2=1-\cos^2\varphi=\sin^2\varphi$, and

$$E=KV\sin^2\varphi-M_sVB\cos(\varphi-\psi).$$

I divide by $2KV$. The Zeeman prefactor becomes $M_sB/(2K)$, which suggests the definitions

$$B_K=\frac{2K}{M_s},\qquad \mathbf h=\frac{\mathbf B}{B_K},\qquad e=\frac{E}{2KV}.$$

With $h_x=h\cos\psi$, $h_y=h\sin\psi$ and $\cos(\varphi-\psi)=\cos\varphi\cos\psi+\sin\varphi\sin\psi$, the reduced energy is

$$e(\varphi)=\tfrac12\sin^2\varphi-h_x\cos\varphi-h_y\sin\varphi .$$

In the worked example I also give fields in tesla and energies in joules. An energy quoted in units of $KV$ is twice the corresponding $e$.

**Q:** You have put $\mathbf m$ into the plane of the field by hand. The real moment moves on a sphere. A minimum along your circle could be a saddle on the sphere, from which the moment slides out of the plane.

**A:** That has to be excluded. There are two things to show: that no minimum on the sphere lies outside the plane, and that every minimum on the circle is stable against leaving it.

For the first, use polar angles about $x$, $\mathbf m=(\cos\theta,\ \sin\theta\cos\alpha,\ \sin\theta\sin\alpha)$. The energy on the sphere is

$$e_3=\tfrac12\sin^2\theta-h_x\cos\theta-h_y\sin\theta\cos\alpha .$$

At a stationary point its derivative with respect to $\alpha$ must vanish:

$$\frac{\partial e_3}{\partial\alpha}=h_y\sin\theta\sin\alpha=0 .$$

Suppose $h_y\neq0$. Then either $\sin\alpha=0$, which puts $\mathbf m$ in the $xy$ plane, or $\sin\theta=0$, which puts it on the $x$ axis, also in the plane. The second possibility isn't stationary anyway, because a small tilt towards $y$ changes the energy at first order through $-h_ym_y$. All stationary points therefore lie in the plane.

**Q:** And the stability against leaving the plane?

**A:** Start from $\mathbf m_0=(\cos\varphi,\sin\varphi,0)$ and rotate it by an angle $\beta$ towards $z$:

$$\mathbf m(\beta)=\cos\beta\,\mathbf m_0+\sin\beta\,\hat{\mathbf z}.$$

The field has no $z$ component, so

$$e_3(\beta)=\tfrac12\left(1-\cos^2\beta\cos^2\varphi\right)-\cos\beta\;\mathbf h\cdot\mathbf m_0 .$$

At $\beta=0$ the second derivative of $\cos^2\beta$ is $-2$ and that of $\cos\beta$ is $-1$. The out-of-plane stiffness is therefore

$$S=\cos^2\varphi+\mathbf h\cdot\mathbf m_0 .$$

For comparison, I differentiate $e(\varphi)$ within the plane:

$$e'=\sin\varphi\cos\varphi+h_x\sin\varphi-h_y\cos\varphi,$$

$$e''=\cos^2\varphi-\sin^2\varphi+h_x\cos\varphi+h_y\sin\varphi .$$

The last two terms of $e''$ are $\mathbf h\cdot\mathbf m_0$. Subtraction gives

$$S=e''+\sin^2\varphi .$$

If $e''>0$, then $S>0$. The mixed second derivative, once in $\varphi$ and once in $\beta$, is zero, because the energy is unchanged when $z$ is reversed. A circle minimum with positive curvature is therefore a minimum on the sphere.

**Q:** You assumed $h_y\ne0$. A field exactly along the easy axis is the case I would try first.

**A:** There the energy depends on $\theta$ alone, so every plane through $x$ is equivalent. The stationary condition becomes $\sin\varphi(\cos\varphi+h_x)=0$. One family of solutions is the two poles, $\varphi=0$ and $\pi$, which lie in our plane. The other, $\cos\varphi=-h_x$ with $|h_x|<1$, is a ring on the sphere. On it

$$e''=\cos^2\varphi-\sin^2\varphi-\cos^2\varphi=-\sin^2\varphi<0,$$

so the ring contains no minimum. The planar description finds all the minima in this case too.

**Q:** What about the maxima on the circle? If the moment has to escape over one of them, I want to know that it is a pass and not a summit.

**A:** For $h_y\neq0$ a stationary point has $\sin\varphi\ne0$, since $\sin\varphi=0$ would leave $e'=\mp h_y$. I divide $e'=0$ by $\sin\varphi$ and solve for $h_x$:

$$h_x=h_y\frac{\cos\varphi}{\sin\varphi}-\cos\varphi .$$

Then

$$\mathbf h\cdot\mathbf m_0=h_y\frac{\cos^2\varphi+\sin^2\varphi}{\sin\varphi}-\cos^2\varphi=\frac{h_y}{\sin\varphi}-\cos^2\varphi,$$

and therefore $S=h_y/\sin\varphi$ at every stationary point. A circle maximum on the same side of the easy axis as the field has $S>0$. It is a maximum along the circle and a minimum across it, hence a saddle, which is a pass. A circle maximum on the opposite side has $S<0$ and is a summit of the sphere. All circle minima lie on the field's side, because they have $S>0$.

**Q:** Now change the field slowly. What has to happen for a minimum to disappear?

**A:** Its curvature must first fall to zero. Suppose $e'(\varphi_0)=0$ and $e''(\varphi_0)>0$ at some field. Since $e'$ crosses zero there with finite slope, a small change of field only shifts the crossing. The minimum moves a little and survives. It can be lost only at a field where

$$e'=0\quad\text{and}\quad e''=0$$

hold at the same angle.

**Q:** That is two equations for one angle. In general they have no solution.

**A:** At a given field they usually have none, which is why minima usually survive. I therefore turn the question round: choose the angle and ask which field makes both equations true. They are linear in the field:

$$h_x\sin\varphi-h_y\cos\varphi=-\sin\varphi\cos\varphi,$$

$$h_x\cos\varphi+h_y\sin\varphi=-\cos^2\varphi+\sin^2\varphi .$$

To isolate $h_x$, multiply the first by $\sin\varphi$, the second by $\cos\varphi$, and add. The $h_y$ terms cancel and $\sin^2\varphi+\cos^2\varphi=1$ multiplies $h_x$:

$$h_x=-\sin^2\varphi\cos\varphi-\cos^3\varphi+\sin^2\varphi\cos\varphi=-\cos^3\varphi .$$

To isolate $h_y$, multiply the first by $-\cos\varphi$, the second by $\sin\varphi$, and add:

$$h_y=\sin\varphi\cos^2\varphi-\sin\varphi\cos^2\varphi+\sin^3\varphi=\sin^3\varphi .$$

The signs have a direct meaning. A moment with a positive $x$ component loses its stability in a field with a negative $x$ component, while the transverse field pulls to the side towards which the moment has already turned.

**Q:** Can the angle be removed, so that I can judge a field without knowing where the moment is?

**A:** Yes. The two results give $|h_x|^{2/3}=\cos^2\varphi$ and $|h_y|^{2/3}=\sin^2\varphi$. Their sum is

$$|h_x|^{2/3}+|h_y|^{2/3}=1 .$$

This is an astroid, a closed curve with four cusps at $(\pm1,0)$ and $(0,\pm1)$. Conversely, every point on it belongs to some angle: take $\cos\varphi=-\mathrm{sgn}(h_x)|h_x|^{1/3}$ and $\sin\varphi=\mathrm{sgn}(h_y)|h_y|^{1/3}$, whose squares add to one.

**Q:** You have found where a minimum may be lost. You haven't shown that one is lost, or how many there are on either side.

**A:** I count them. Define $s=|h_x|^{2/3}+|h_y|^{2/3}$. Wherever $s\neq1$, no stationary point has $e''=0$. Each one therefore moves continuously with the field and keeps the sign of its curvature. None can appear suddenly either. If new ones appeared arbitrarily close to some field, their angles would accumulate at an angle that is stationary at that field. Near it, $e'$ has nonzero slope and so has one zero, not several. The number of minima is thus constant throughout any connected region that avoids the astroid.

The inside, $s<1$, is connected, because shrinking $\mathbf h$ towards zero lowers $s$. The outside is connected too. Move along the ray from the origin to the circle $h=2$, then around it. On that circle $s\ge2^{2/3}>1$, since $|\cos\psi|^{2/3}+|\sin\psi|^{2/3}\geq\cos^2\psi+\sin^2\psi=1$. Along the ray $s$ is monotonic and exceeds one at both ends, so the path stays outside.

One field in each region now settles the count. At $\mathbf h=0$, $e'=\sin\varphi\cos\varphi$ has four zeros, and $e''=\cos2\varphi$ is positive at $0$ and $\pi$ and negative at $\pm\pi/2$. There are two minima. At $\mathbf h=(2,0)$, $e'=\sin\varphi(\cos\varphi+2)$ vanishes at $0$ and $\pi$ alone, where $e''=3$ and $e''=-1$. There is one minimum.

**Q:** I would like to see that count come from the energy itself, without the continuity argument.

**A:** The energy was tabulated around the circle for 600 random fields with both components between $-1.3$ and $1.3$, and its local minima were counted. Fields with $|s-1|<0.01$ were set aside, because a finite grid can miss a very shallow minimum. All 98 remaining fields inside the astroid gave two minima, and all 494 outside gave one.

The restriction to the plane was tested separately. From 60 random starting directions on the sphere, the moment was relaxed downhill in each of four fields. The fields $(-0.3,0.2)$ and $(0.1,-0.5)$, both inside, gave two end states each. The fields $(-0.5,0.4)$ and $(0.2,0.9)$, both outside, gave one each. All the end states lay in the plane of the field.

**Q:** Is there a way to read the direction of the moment from the curve?

**A:** There is, by drawing tangents. Fix $\varphi$ and write $\mathbf P(\varphi)=(-\cos^3\varphi,\sin^3\varphi)$ for the astroid point belonging to it. Consider the fields

$$\mathbf h=\mathbf P(\varphi)+t\,(\cos\varphi,\sin\varphi).$$

The added part contributes $t(\cos\varphi\sin\varphi-\sin\varphi\cos\varphi)=0$ to $e'$, so $\varphi$ remains stationary for every $t$. It contributes $t(\cos^2\varphi+\sin^2\varphi)=t$ to $e''$, which was zero at $\mathbf P$. Hence $e''=t$.

This line touches the astroid, because

$$\frac{d\mathbf P}{d\varphi}=3\sin\varphi\cos\varphi\,(\cos\varphi,\sin\varphi)$$

is parallel to it away from the cusps. For a given field, draw the tangents from the point $\mathbf h$ to the curve. Each is parallel to a stationary direction of $\mathbf m$. The sense of $\mathbf m$ follows from the point of contact $\mathbf P$: $m_x$ has the opposite sign to $P_x$, and $m_y$ has the same sign as $P_y$. The direction is stable if one moves along $+\mathbf m$ in going from the point of contact to $\mathbf h$, and the distance moved is the in-plane stiffness in units of $2KV$. As $\mathbf h$ approaches the point of contact, the stiffness goes to zero.

## The minimum that is lost and the switching that follows

**Q:** Before we go on, which symbols and results do you carry over?

**A:** The moment makes an angle $\varphi$ with the easy axis $+x$ and the field an angle $\psi$. The reduced field is $\mathbf h=\mathbf B/B_K$ with $B_K=2K/M_s$, and energies in units of $2KV$ are

$$e=\tfrac12\sin^2\varphi-h_x\cos\varphi-h_y\sin\varphi .$$

There are two minima for $|h_x|^{2/3}+|h_y|^{2/3}<1$ and one outside. On the boundary, the angle at which $e'=e''=0$ satisfies $h_x=-\cos^3\varphi$ and $h_y=\sin^3\varphi$. The stiffness out of the field plane is $e''+\sin^2\varphi$.

**Q:** Two minima become one. How do you know that the one that goes is metastable? It might be the deeper one.

We have shown that the particle has two energy minima for fields inside the astroid and one outside, and that a minimum can be lost only on the curve itself. It remains to find which minimum is lost, how it disappears, and at what field the particle switches.
